\section*{Kinks, Upwind Tangents and the Climbing Image in Nudged Elastic Bands}

\section{Scales and symmetry}

Consider a straight minimum-energy path along $x$, represented by images a distance $h$ apart. An image experiences a force $F=-\partial V/\partial x$ along the path. If it is displaced sideways by $y$, the potential pulls it back with force $-Cy$, where $C>0$. The dimensions are
\[
[F]=\frac{\text{energy}}{\text{length}},\qquad
[C]=\frac{\text{energy}}{\text{length}^2},\qquad [h]=\text{length}.
\]
The only independent dimensionless combination is $F/(Ch)$. It compares the force that a wrongly tilted tangent can turn sideways with the force that straightens the band. Reflection symmetry $y\to-y$ excludes a constant term from the law for small $y$, so that law is linear and homogeneous. Its rates must be $C$ times functions of $F/(Ch)$. An iteration step $\alpha$, with dimension length$^2$/energy, adds the number $\alpha C$.

These arguments cannot say whether a large $F/(Ch)$ is harmful. That depends on how the tangent is computed.

\section{The band and its linear law}

Let $R_i$ be the coordinate vector of image $i$, $t_i$ its unit tangent and $k$ the spring constant. In a defect-migration calculation, $R_i$ contains all atomic coordinates of the supercell, at fixed cell and charge state. The potential $V$ is assumed to be one smooth surface. The electronic state may change character gradually along it, as at an avoided crossing, but a switch between uncoupled states would leave a corner in $V$ and violate the assumption. The end images are fixed at minima. An ordinary image feels
\begin{equation}
f_i=-\nabla V+(\nabla V\cdot t_i)t_i
+k\bigl(|R_{i+1}-R_i|-|R_i-R_{i-1}|\bigr)t_i ,
\label{force}
\end{equation}
and one image, the climbing image, feels
\begin{equation}
f_c=-\nabla V+2(\nabla V\cdot t_c)t_c .
\label{climb}
\end{equation}
Each iteration replaces $R_i$ by $R_i+\alpha f_i$. For small $\alpha$ this approximates $dR_i/dt=f_i$, where $t$ without an index is a fictitious time.

For the kink analysis, take $V=V_0(x)+\tfrac12Cy^2$ with one barrier and no intermediate minimum. The climbing image sits at the saddle, and the images are equally spaced. Displace them by small amounts $(\xi_i,y_i)$ and let $s_i$ be the resulting slope of the tangent, so that $t_i=(1,s_i)$ to first order. The true force is $(F_i,-Cy_i)$, and its component along the tangent is
\[
F_i-Cy_is_i=F_i+O(2),
\]
where $O(2)$ denotes products of two small displacements. Subtracting this component times $t_i$ leaves
\[
(F_i,-Cy_i)-F_i(1,s_i)=(0,\,-Cy_i-F_is_i).
\]
The spring term is $k(\xi_{i+1}-2\xi_i+\xi_{i-1})$ along $x$. Its $y$ component carries another factor $s_i$ and is second order. Therefore
\begin{equation}
\frac{dy_i}{dt}=-Cy_i-F_is_i .
\label{linear}
\end{equation}
For smooth displacements $s_i\to\partial y/\partial x$, and this becomes
\[
\frac{\partial y}{\partial t}+F\frac{\partial y}{\partial x}=-Cy ,
\]
an advection equation with damping. Disturbances travel with velocity $F$, that is, downhill from the saddle.

For the climbing image, $\nabla V=(-\kappa\xi_c,Cy_c)$ near the saddle, where $-\kappa$ is the curvature along the path. Equation~\eqref{climb} gives
\[
\frac{d\xi_c}{dt}=-\kappa\xi_c,\qquad \frac{dy_c}{dt}=-Cy_c .
\]
The slope of its tangent enters only multiplied by the small gradient.

\section{Central tangents}

The tangent along $R_{i+1}-R_{i-1}$ has slope $s_i=(y_{i+1}-y_{i-1})/(2h)$, so
\begin{equation}
\frac{dy_i}{dt}=-Cy_i-\frac{F_i}{2h}(y_{i+1}-y_{i-1}).
\label{central}
\end{equation}
Away from the fixed ends, a sawtooth $y_i\propto(-1)^i$ has $s_i=0$: the central tangent does not see it, and $F$ does not act on it there. Beside a fixed end the slope is not zero, so the pattern changes from the ends inwards.

Let $Y=\max_i|y_i|$. At an image where this maximum is attained,
\[
\frac{d|y_i|}{dt}\le -CY+\frac{|F_i|}{2h}(Y+Y)
=\left(\frac{|F_i|}{h}-C\right)Y .
\]
Thus $Y$ cannot grow if
\begin{equation}
|F_i|\le Ch\quad\text{for every ordinary image}.
\label{centralcondition}
\end{equation}
If an image with two movable neighbours violates this, equality is reached by giving it $y_i=Y$ and its neighbours displacements $\pm Y$ of opposite sign, chosen so that the last term of \eqref{central} is positive. The disturbance then grows initially. This is the beginning of a kink: part of the force along the path is mistaken for a sideways force.

Initial growth need not persist. On one side of the saddle $F_i$ has one sign, $\sigma$. Substitute $y_i=\sqrt{|F_i|}\,z_i$ in \eqref{central}. The coefficient of $z_{i+1}$ in the equation for $z_i$ is
\[
-\frac{\sigma|F_i|}{2h}\sqrt{\frac{|F_{i+1}|}{|F_i|}}
=-\frac{\sigma}{2h}\sqrt{|F_iF_{i+1}|},
\]
and the coefficient of $z_i$ in the equation for $z_{i+1}$ is the same with a plus sign. The coupling is a real antisymmetric matrix, whose eigenvalues are imaginary. The climbing image obeys its own equation and only drives the two sides, so all transverse eigenvalues are $-C\pm i\omega$, with real $\omega$. A repeated eigenvalue may add a polynomial factor in time, but every disturbance eventually decays under the continuous flow.

A finite step changes this. One iteration multiplies a mode by $1-\alpha C\pm i\alpha\omega$, and
\[
|1-\alpha C\pm i\alpha\omega|^2
=1-2\alpha C+\alpha^2(C^2+\omega^2).
\]
This is below one when
\begin{equation}
\alpha<\frac{2C}{C^2+\omega^2}.
\label{step}
\end{equation}
The largest $\omega$ sets the limit. When $\omega\gg C$ the limit is about $2C/\omega^2$, which vanishes with $C$. Soft transverse modes and steep, finely resolved paths therefore favour kinks.

The argument also needs an image at the saddle. Suppose instead that two ordinary images straddle it, with forces $-f$ and $+f$, and hold their outer neighbours at $y=0$. Equation~\eqref{central} gives
\[
\frac{dy_1}{dt}=-Cy_1+\frac{f}{2h}y_2,\qquad
\frac{dy_2}{dt}=-Cy_2+\frac{f}{2h}y_1 .
\]
For $y_1=y_2$ the rate is $f/(2h)-C$. With $f=\kappa h/2$ it equals $\kappa/4-C$. In this reduced problem a kink grows for any step if $C<\kappa/4$. For a full band this is only an upper bound on the threshold. Take a mirror-symmetric band with $n$ movable images on each side and a mirror-symmetric disturbance. After the scaling above, the matrix for one side is $-C$ plus an antisymmetric part plus a single diagonal entry $f/(2h)$. The real parts of its eigenvalues exceed $-C$ by non-negative amounts that add up to $f/(2h)$. The largest rate therefore lies between $f/(2nh)-C$ and $f/(2h)-C$, and movable outer neighbours can leave the band stable at a $C$ below $\kappa/4$.

\section{Upwind tangents}

The Henkelman--J\'onsson rule takes the tangent along the segment to the neighbour of higher energy. At a local energy extremum it mixes the two segments. With $\Delta_{\max}$ and $\Delta_{\min}$ the larger and smaller of $|V_{i\pm1}-V_i|$, the unnormalised tangent is
\[
\Delta_{\max}(R_{i+1}-R_i)+\Delta_{\min}(R_i-R_{i-1})
\quad\text{if }V_{i+1}>V_{i-1},
\]
with the two weights exchanged otherwise. Here the only movable extremum is the climbing image, for which the choice does not affect the linear law.

To the right of the saddle $F_i=|F_i|$, the higher neighbour is $i-1$, and
\[
-F_is_i=-\frac{|F_i|}{h}(y_i-y_{i-1}).
\]
To the left $F_i=-|F_i|$, the higher neighbour is $i+1$, and
\[
-F_is_i=\frac{|F_i|}{h}(y_{i+1}-y_i).
\]
Writing $y_{\rm up}$ for the displacement of the higher neighbour, both cases read
\begin{equation}
\frac{dy_i}{dt}=-\left(C+\frac{|F_i|}{h}\right)y_i
+\frac{|F_i|}{h}y_{\rm up}.
\label{upwind}
\end{equation}
Ordered downhill from the saddle, the matrix is triangular. Its eigenvalues are its diagonal entries, all negative for any $F/(Ch)$. The path force now adds to the damping of each ordinary image. The climbing image still decays at rate $C$ and drives the others, so the slowest transverse rate remains $C$. Motion along the path can relax more slowly: with $n$ ordinary images on one side, the slowest spring mode decays at rate $4k\sin^2[\pi/(2n+2)]$.

One explicit iteration gives
\[
y_i^{\rm new}=\left[1-\alpha\left(C+\frac{|F_i|}{h}\right)\right]y_i
+\alpha\frac{|F_i|}{h}y_{\rm up}.
\]
If
\begin{equation}
\alpha\left(C+\frac{|F_i|}{h}\right)\le1\quad\text{for every ordinary image},
\label{upwindcondition}
\end{equation}
both weights are non-negative and their sum is $1-\alpha C$. The climbing image is multiplied by the same number. Hence
\begin{equation}
Y^{\rm new}\le(1-\alpha C)Y .
\label{contraction}
\end{equation}
This is the upwind stability condition for transverse disturbances. It limits the step, not the ratio $F/(Ch)$. Motion along the path has a separate limit: the spring term $k(\xi_{i+1}-2\xi_i+\xi_{i-1})$ has rates between $-4k$ and $0$, so $\alpha k<1/2$ is sufficient for the ordinary images. For larger steps with $\alpha(C+|F_i|/h)<2$, the eigenvalues $1-\alpha(C+|F_i|/h)$ still have magnitude below one, so small transverse disturbances eventually decay, but \eqref{contraction} no longer excludes temporary growth.

The direction of the one-sided difference is essential. Using the lower neighbour reverses the sign of the $|F_i|/h$ term on the diagonal. The eigenvalues become $-C+|F_i|/h$, and if one is positive, its multiplier $1+\alpha(|F_i|/h-C)$ exceeds one for every $\alpha>0$.

Stability has a price in accuracy. For a smooth path, Taylor expansion gives
\begin{align*}
\frac{y_i-y_{i-1}}{h}&=y'-\frac h2y''+O(h^2),\\
\frac{y_{i+1}-y_{i-1}}{2h}&=y'+\frac{h^2}{6}y'''+O(h^4).
\end{align*}
The upwind slope has a first-order error, the central slope a second-order one. On either side of the saddle the upwind error adds $(|F|h/2)y''$ to the right side of the advection equation. This is numerical diffusion: it smooths short-wavelength bends, and it can displace a curved path by an amount that vanishes as $h\to0$.

\section{Convergence of the climbing image}

Let $P=I-2t_ct_c^T$, so that \eqref{climb} is $f_c=-P\nabla V$. Because $t_c$ is a unit vector,
\[
P^2=I-4t_ct_c^T+4t_c(t_c^Tt_c)t_c^T=I .
\]
Thus $P$ is invertible, and $f_c=0$ implies $\nabla V=0$. A converged climbing image is at a critical point whatever its tangent.

\subsection{Which critical points attract}

Let $\delta$ be the displacement from a critical point with Hessian $H$. Assume here and below that $H$ has no zero eigenvalue. In a supercell, uniform translations of all atoms cost no energy, so these three directions must first be removed from the coordinates. Since $\nabla V=H\delta+O(|\delta|^2)$, the linear law is $d\delta/dt=-PH\delta$. With a fixed tangent, attraction with nonzero rates requires all eigenvalues $\mu$ of $PH$ to have positive real part. Complex ones occur in conjugate pairs, so their product is positive. But $\det P=-1$, and therefore
\[
0<\det(PH)=-\det H .
\]
The Hessian must have an odd number of negative eigenvalues. Minima and second-order saddles are excluded. So are saddles of higher odd order. Since $P^{-1}=P$, a real $\mu$ is an eigenvalue of $PH$ exactly when the symmetric matrix $H-\mu P$ is singular. For $\mu\to-\infty$ this matrix has one negative eigenvalue, like $P$, and at $\mu=0$ it has as many as $H$. If the two counts differ, it is singular at some $\mu<0$, which is an unstable mode. Only first-order saddles can attract.

\subsection{Attraction to a first-order saddle}

Let $H$ have one negative eigenvalue, with unit eigenvector $v$, and let $\theta$ be the angle between $t_c$ and $v$, with their signs chosen so that $\theta\le90^\circ$. Define $S=I-2vv^T$. It reverses the sign of the negative eigenvalue, so $HS=|H|$, a positive matrix. Use
\[
L=\tfrac12\delta^T|H|\delta
\]
as a measure of error. With $g=H\delta$,
\begin{equation}
\frac{dL}{dt}=-\delta^T|H|PH\delta=-g^TSPg .
\label{lyap}
\end{equation}
Let $p$ be the length of the part of $g$ in the plane of $v$ and $t_c$, and $\phi$ its angle from $v$. Then $v\cdot g=p\cos\phi$ and $t_c\cdot g=p\cos(\phi-\theta)$. Multiplying out $SP$,
\begin{align*}
g^TSPg={}&|g|^2-2(v\cdot g)^2-2(t_c\cdot g)^2
+4\cos\theta\,(v\cdot g)(t_c\cdot g)\\
={}&|g|^2-2p^2\bigl[\cos^2\phi+\cos^2(\phi-\theta)\\
&\qquad-2\cos\theta\cos\phi\cos(\phi-\theta)\bigr].
\end{align*}
The bracket equals $\sin^2\theta$, by the identity $\cos^2A+\cos^2B-2\cos A\cos B\cos(A-B)=\sin^2(A-B)$. Since $p^2\le|g|^2$,
\begin{equation}
g^TSPg=|g|^2-2p^2\sin^2\theta\ge\cos2\theta\,|g|^2 .
\label{angle}
\end{equation}
Let $h_{\min}$ and $h_{\max}$ be the smallest and largest magnitudes of the eigenvalues of $H$. Then $|g|^2=\delta^TH^2\delta\ge2h_{\min}L$, and for $\theta<45^\circ$
\begin{equation}
\frac{dL}{dt}\le-2h_{\min}\cos(2\theta)\,L .
\label{decay}
\end{equation}
The measure $L$ does not contain $t_c$. The tangent may therefore move while the band relaxes, provided $\theta$ stays below a fixed angle smaller than $45^\circ$. The neglected terms change $dL/dt$ by $O(|\delta|^3)$, which is smaller than $L$ near the saddle. Convergence is thus local. The bound promises nothing for a band that starts outside this neighbourhood.

For the actual iteration, $\delta^{\rm new}=\delta-\alpha Pg$, and
\begin{align*}
L^{\rm new}-L&=-\alpha g^TSPg+\tfrac12\alpha^2(Pg)^T|H|(Pg)\\
&\le-\alpha\left(\cos2\theta-\tfrac12\alpha h_{\max}\right)|g|^2 ,
\end{align*}
because $|Pg|=|g|$. A sufficient step condition is $\alpha<2\cos(2\theta)/h_{\max}$.

In two dimensions with a frozen tangent, $45^\circ$ is also the threshold. For curvatures $-\kappa$ and $\lambda>0$,
\begin{align*}
\operatorname{tr}(PH)&=(-\kappa+\lambda)-2(-\kappa\cos^2\theta+\lambda\sin^2\theta)\\
&=(\kappa+\lambda)\cos2\theta,\\
\det(PH)&=\kappa\lambda>0 .
\end{align*}
With a positive determinant, both eigenvalues have positive real part if and only if the trace is positive.

\subsection{Error left by a finite residual}

If iteration stops with force norm $r=|f_c|$, then $|\nabla V|=r$ as well, because $P$ preserves length. To leading order $\delta=H^{-1}\nabla V$, so
\begin{equation}
|\delta|\le\frac{r}{h_{\min}},\qquad
|V-V_{\rm saddle}|=\tfrac12|\nabla V^TH^{-1}\nabla V|
\le\frac{r^2}{2h_{\min}} .
\label{residual}
\end{equation}
The barrier error is quadratic in the residual, but a flat saddle amplifies it.

\section{Numerical example}

Both examples use round model parameters in Hartree atomic units, in
\begin{align*}
V&=B\left(1-\frac{x^2}{w^2}\right)^2+Gx+\frac K2u^2,\\
u&=y-b\left(1-\frac{x^2}{w^2}\right)-mx ,
\end{align*}
with $B=0.03$ Ha and $w=2$ bohr.

\subsection{A disturbed straight band}

Set $G=b=m=0$ and $K=C=0.01$ Ha/bohr$^2$, with 17 images, $k=0.02$ Ha/bohr$^2$ and $h=0.25$ bohr. The largest path force on an image is $0.02285$ Ha/bohr, against $Ch=0.0025$ Ha/bohr, so \eqref{centralcondition} is violated by a factor of 9.1. The initial central growth rate is
\[
\frac{0.02285}{0.25}-0.01=0.0814\ \text{Ha/bohr}^2 ,
\]
as measured from the matrix exponential. The largest amplification found under the continuous flow is 2.07. The derived transverse matrices agree with finite differences of the full nonlinear band force to $1.6\times10^{-12}$ Ha/bohr$^2$.

The largest central frequency is $\omega=0.07469$ Ha/bohr$^2$. Equation~\eqref{step} gives
\[
\alpha<\frac{0.02}{0.01^2+0.07469^2}=3.52\ \text{bohr}^2/\text{Ha},
\]
whereas \eqref{upwindcondition} allows $1/(0.01+0.0914)=9.86$ bohr$^2$/Ha. At $\alpha=8$ bohr$^2$/Ha the two rules should behave differently. The predicted central factor per step is
\[
\sqrt{(1-0.08)^2+(8\times0.07469)^2}=1.097 .
\]
The observed average is 1.0995. Over the 100 steps measured, the difference amounts to a factor of about 1.25 in amplitude. This is compatible with the oscillation of a complex mode pair, though that cause was not isolated.

Starting from a largest displacement of 0.001 bohr, the central band exceeds 0.1 bohr after 52 steps, and its largest turning angle has risen from $0.78^\circ$ to $43^\circ$. From the same disturbance and with the same step, the upwind band shrinks to $3.7\times10^{-11}$ bohr in 200 steps. Its worst ratio per step is 0.920, the bound $1-\alpha C$. At half its critical step the central band also recovers, reaching $1.6\times10^{-9}$ bohr after 1500 steps. The kink in this example is thus an instability of the tangent and the step together.

\subsection{Climbing on a curved path}

Now take $K=0.08$ Ha/bohr$^2$, $G=0.004$ Ha/bohr, $b=0.8$ bohr and $m=0.1$, with seven images, $k=0.03$ Ha/bohr$^2$ and $\alpha=3$ bohr$^2$/Ha. Newton iteration on the gradient, independent of the band, finds a saddle at $(0.1339,0.8098)$ bohr with curvatures $-0.02955$ and $0.08013$ Ha/bohr$^2$.

The highest image of the relaxed plain band is 0.303 bohr from this saddle. Treating the displacement as lying along the unstable direction, the quadratic estimate of the missed energy is
\[
\tfrac12(0.02955)(0.303)^2=0.00136\ \text{Ha}.
\]
The actual difference is $0.038396-0.037038=0.00136$ Ha, or 37 meV, which is 3.5\% of the model barrier. More generally, an equally spaced band has an image within $h/2$ of the saddle along the path, so to leading order its top image misses at most $\kappa h^2/8$.

When this image climbs, its tangent stays within $0.23^\circ$ of the unstable eigenvector, far inside the $45^\circ$ limit. The step is well below the sufficient limit $2/0.08013\approx25$ bohr$^2$/Ha. The slower mode predicts an error factor per step of
\[
1-3\times0.02955=0.911 ,
\]
which is the observed value. The image reaches the Newton saddle to rounding accuracy and gives a barrier of 0.038396 Ha (1.045 eV) from the left minimum. This removes the error of missing the top of the model surface; it says nothing about errors in the surface itself. In a supercell calculation, those from the electronic-structure method and the finite cell would remain.

The bound \eqref{decay} was also tested on random six-dimensional saddles with tangents jumping within a $40^\circ$ cone. In a two-dimensional case the slowest rate changed sign between $44^\circ$ and $46^\circ$. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Quartic barrier parameter: 0.030 Ha
Quartic half width: 2.00 bohr
Straight band: images 17, spacing h 0.250 bohr
Straight band: transverse curvature C 0.010 Ha/bohr^2
Straight band: spring constant 0.020 Ha/bohr^2
Largest path force on an image: 0.02285 Ha/bohr
Product C*h: 0.00250 Ha/bohr
Largest Jacobian deviation: 1.6e-12 Ha/bohr^2
Central initial growth rate, formula: 0.08141 Ha/bohr^2
Central initial growth rate, measured: 0.08141 Ha/bohr^2
Central largest transient amplification: 2.069 (no unit)
Central largest frequency a: 0.07469 Ha/bohr^2
Central critical step: 3.522 bohr^2/Ha
Upwind sufficient step limit: 9.861 bohr^2/Ha
Step used for both rules: 8.0 bohr^2/Ha
Central growth factor per step, predicted: 1.0970
Central growth factor per step, observed: 1.0995
Initial largest displacement: 0.0010 bohr
Central: first step with displacement above 0.1 bohr: 52
Central: displacement then 0.1029 bohr
Largest turn: start 0.780, kinked 43.48 degrees
Upwind contraction bound per step: 0.9200
Upwind worst observed ratio per step: 0.9200
Upwind displacement after 200 steps: 3.72e-11 bohr
Central, half critical step, 1500 steps: 1.57e-09 bohr
Downwind growth, 200 steps of 0.5 bohr^2/Ha: 3.69e+04
2D test, curvatures -0.7 and 1.3: rate at 44 deg 0.03490
2D test, curvatures -0.7 and 1.3: rate at 46 deg -0.03490
Curved valley: stiffness 0.080 Ha/bohr^2
Curved valley: tilt 0.0040 Ha/bohr
Curved valley: bow 0.80 bohr, slope 0.10
Curved band: images 7, climbing index 3 (from 0)
Curved band: step 3.0 bohr^2/Ha
Curved band: spring constant 0.030 Ha/bohr^2
Left minimum: (-2.06360, -0.25805) bohr
Right minimum: (1.92967, 0.24824) bohr
Newton saddle: (0.133934, 0.809806) bohr
Saddle curvatures: -0.02955, 0.08013 Ha/bohr^2
Plain top image: (-0.16774, 0.78111) bohr
Climbing image: (0.133934, 0.809806) bohr
Climbing image distance: start 0.3030, end 1.8e-16 bohr
Tangent angle: largest 0.23, final 0.14 degrees
Climbing error factor per step, predicted: 0.91135
Climbing error factor per step, observed: 0.91135
Barrier from Newton saddle: 0.038396 Ha
Barrier from plain band: 0.037038 Ha
Barrier from climbing image: 0.038396 Ha
Barrier from climbing image: 1.0448 eV
Plain band error: -36.96 meV
\end{verbatim}
